# Effective potential of a nonpenetrating electron on an anisotropic ionic core

Suppose the levels of a high-$l$ Rydberg electron on an ion with angular momentum $\mathbf J$ have been measured or computed, and their splitting is to be fitted. One fit parameter multiplies $\mathbf L\cdot\mathbf J$. May it be read as a property of the core, or must the quadrupole interaction first be diagonalized and its share removed? In the model worked below, the core's own $\mathbf L\cdot\mathbf J$ coefficient is $3.0\times10^{-10}$ hartree, while second-order quadrupole coupling contributes $-1.7\times10^{-9}$ hartree. Read directly, the fitted parameter would have the wrong sign.

## 1. Setting

Hartree atomic units are used. The core has net charge $+1$, and its electrons sit at $\boldsymbol\rho_a$. The outer electron, at $\mathbf r=r\hat{\mathbf n}$, stays outside the core, so exchange and penetration are neglected. Its spin and all magnetic interactions are left out for now. For $r>\rho$,

$$\frac1{|\mathbf r-\boldsymbol\rho|}=\frac1r+\frac{\hat{\mathbf n}\cdot\boldsymbol\rho}{r^2}+\frac{3(\hat{\mathbf n}\cdot\boldsymbol\rho)^2-\rho^2}{2r^3}+\dots$$

The monopole terms and the nuclear attraction combine to $-1/r$, giving $h=p^2/2-1/r$ for the outer electron, with energy $\varepsilon$. The dipole term is

$$V_1=f_iD_i,\qquad f_i=\frac{r_i}{r^3},\qquad \mathbf D=\sum_a\boldsymbol\rho_a ,$$

with repeated Cartesian indices summed. The core level has definite parity, so $\mathbf D$ has no matrix elements within it. $\mathbf D$ connects it to levels $n$ of opposite parity, lying $\Delta_n>0$ higher.

Let $\psi$ be the part of the wavefunction with the core in its own level. In the excited part, $(\Delta_n+h-\varepsilon)\psi_n=-f_j\langle n|D_j\psi$ at leading order. Substituting $\psi_n$ back into the equation for $\psi$ gives the operator

$$W=-\sum_n f_i\frac1{\Delta_n+h-\varepsilon}f_j\;D_i|n\rangle\langle n|D_j .$$

The sum includes magnetic substates. If the gaps are large compared with the relevant values of $h-\varepsilon$, the resolvent is $1/\Delta_n-(h-\varepsilon)/\Delta_n^2+\dots$, so

$$W\simeq-f_if_jB^{(1)}_{ij}+f_i(h-\varepsilon)f_jB^{(2)}_{ij},\qquad B^{(p)}_{ij}=\sum_n\frac{D_i|n\rangle\langle n|D_j}{\Delta_n^p}.\tag{1}$$

The first term is the static response. The second is the correction for the finite time the core needs to respond.

## 2. Simple case: $J=0$

A spherical core has $B^{(p)}_{ij}=s_p\delta_{ij}$. Since $f_if_i=r^{-4}$, the static term is $-s_1/r^4=-\alpha_s/(2r^4)$, with $\alpha_s=2s_1$.

The second term needs $f_i(h-\varepsilon)f_i$. Expanding the double commutator gives, for any $i,j$,

$$f_i(h-\varepsilon)f_j+f_j(h-\varepsilon)f_i=\{f_if_j,h-\varepsilon\}+[f_i,[h,f_j]].\tag{2}$$

The anticommutator has no matrix elements between outer-electron states of energy $\varepsilon$. Outside the core $\nabla^2f_j=0$, because $\mathbf f$ is minus the gradient of $1/r$. Hence

$$[h,f_j]=-\nabla f_j\cdot\nabla,\qquad [f_i,[h,f_j]]=\nabla f_i\cdot\nabla f_j .$$

With $\partial_mf_j=(\delta_{jm}-3\hat n_j\hat n_m)/r^3$, the product is

$$\nabla f_i\cdot\nabla f_j=\frac{\delta_{ij}-6\hat n_i\hat n_j+9\hat n_i\hat n_j}{r^6}=\frac{\delta_{ij}+3\hat n_i\hat n_j}{r^6}.\tag{3}$$

Its trace is $6/r^6$. Equation (2) contributes half of this, so the correction is $+3\beta_s/r^6$ with $\beta_s=s_2$.

**Limit.** For one gap, $\beta_s=\alpha_s/(2\Delta)$. At fixed polarisability the correction vanishes as $\Delta\to\infty$: a fast core follows the electron. Its positive sign means that a slower core responds less fully and lowers the energy less.

## 3. Generalization: the core tensor for $J>0$

Within the level, $B_{ij}$ can contain parts of rank 0, 1 and 2. By the Wigner–Eckart theorem these are proportional to $\delta_{ij}$, to $J_k$ and to

$$T_{ij}=\frac{\tfrac32(J_iJ_j+J_jJ_i)-J(J+1)\delta_{ij}}{J(2J-1)},\qquad T_{zz}=1\ \text{for }M=J .$$

Therefore

$$B_{ij}=s\,\delta_{ij}+t\,T_{ij}+\frac{iv}2\epsilon_{ijk}J_k .\tag{4}$$

The factor $i$ makes $v$ real, because $B_{ij}^\dagger=B_{ji}$. For $J=1/2$ there is no rank-2 operator, and all $T$ terms are absent.

Consider one excited level $J'$ with projector $\Pi$ and strength $S=\sum_{iMM'}|\langle J'M'|D_i|JM\rangle|^2$. The factor $1/\Delta^p$ is restored at the end.

*Scalar part.* Tracing $B_{ii}=3s$ over $M$ gives $s=S/[3(2J+1)]$.

*Vector part.* From $[J_k,D_j]=i\epsilon_{kjm}D_m$,

$$[J^2,D_j]=i\epsilon_{kjm}(J_kD_m+D_mJ_k)=2i\epsilon_{kjm}D_mJ_k+2D_j .$$

The last term comes from moving $J_k$ to the right of $D_m$. Put $\Pi$ on the left and the core level on the right, then multiply by $D_j$ from the left and sum over $j$:

$$[J'(J'+1)-J(J+1)-2]\,B_{jj}=2i\,\epsilon_{jmk}B_{jm}J_k .$$

Equation (4) gives $\epsilon_{jmk}B_{jm}=ivJ_k$, so the right side is $-2vJ(J+1)$. With $B_{jj}=S/(2J+1)$,

$$v=S\,\frac{J(J+1)+2-J'(J'+1)}{2J(J+1)(2J+1)} .\tag{5}$$

The bracket in the numerator is $2(J+1)$, $2$ and $-2J$ for $J'=J-1,J,J+1$. Levels with $J'=J+1$ therefore contribute negatively, the others positively.

*Tensor part.* In the state $M=J$, $B_{zz}=s+t$.

- $J'=J-1$: there is no substate $M'=J$, so $t=-s$.
- $J'=J$: here $D_i$ has the matrix form $cJ_i$, with $S=|c|^2J(J+1)(2J+1)$. Then $s+t=|c|^2J^2=3sJ/(J+1)$, so $t/s=(2J-1)/(J+1)$.
- $J'=J+1$: choose the elements of $D_i$ equal to the coefficients that couple a unit vector $i$ and $J$ to $J'$. Then $S=2J'+1$, and completeness gives $\sum_{J'}D_i\Pi D_j=\delta_{ij}$, which has no tensor part. So $\sum_{J'}(2J'+1)(t/s)_{J'}=0$, and

$$\left(\frac ts\right)_{J+1}=\frac{(2J-1)-(2J+1)(2J-1)/(J+1)}{2J+3}=-\frac{J(2J-1)}{(J+1)(2J+3)} .$$

Summing $s,t,v$ over levels with weight $1/\Delta_n^p$ gives $s_p,t_p,v_p$. Decomposition (4) with these coefficients was tested against explicit matrices for $J=1/2,1,3/2,2$.

**Limit: a $^2S$ core.** Here $J=1/2$ and the excited levels are $^2P_{1/2}$ and $^2P_{3/2}$. If spin is a spectator, their strengths are in the ratio $1:2$. Equation (5) gives factors $2/3$ and $-1/3$, so equal gaps give $v_2=\tfrac23(1)/\Delta^2-\tfrac13(2)/\Delta^2=0$. This must be so, since a spherical orbital core has no direction to offer. Gaps of 0.50 and 0.52 hartree leave $v_2=\tfrac23(1/0.50^2-1/0.52^2)=0.20$ a.u. In such a core the vector coefficient arises from spin–orbit effects: unequal gaps, as here, or strengths that depart from the ratio $1:2$, for instance through mixing in the core's own level.

## 4. The effective potential

**Static part.** The product $f_if_j$ is symmetric, so the $J_k$ part of (4) drops out:

$$-f_if_jB^{(1)}_{ij}=-\frac{\alpha_s+\alpha_tT}{2r^4},\qquad \alpha_t=2t_1,\qquad T=\hat n_i\hat n_jT_{ij}=\frac{3(\hat{\mathbf n}\cdot\mathbf J)^2-J(J+1)}{J(2J-1)} .$$

There is no static vector term, even when $v_1\ne0$.

**Symmetric dynamic part.** Half of (3), contracted with $s_2\delta_{ij}+t_2T_{ij}$, gives $(3\beta_s+\tfrac32\beta_tT)/r^6$, where $\beta_t=t_2$. The trace of $T_{ij}$ is zero, so only $3\hat n_i\hat n_j$ acts on it.

**Antisymmetric dynamic part.** Now $\varepsilon$ and the potential in $h$ cancel:

$$f_ihf_j-f_jhf_i=f_i[h,f_j]-f_j[h,f_i]=-(f_i\partial_mf_j-f_j\partial_mf_i)\partial_m .$$

The terms $-3r_ir_jr_m$ cancel as well. With $\partial_m=ip_m$,

$$f_ihf_j-f_jhf_i=-i\,\frac{r_ip_j-r_jp_i}{r^6}=-\frac{i\,\epsilon_{ijl}L_l}{r^6}.\tag{6}$$

This is an operator identity outside the core; it does not need states of energy $\varepsilon$. Contraction with the antisymmetric part of $B^{(2)}$ selects half the difference:

$$\frac{iv_2}{2}\epsilon_{ijk}J_k\cdot\frac12\left(-\frac{i\epsilon_{ijl}L_l}{r^6}\right)=\frac{v_2}{4r^6}\,2\delta_{kl}J_kL_l=\frac{\beta_v}{2}\frac{\mathbf L\cdot\mathbf J}{r^6},\qquad\beta_v=v_2 .$$

Identities (3) and (6) were tested symbolically on exponentials with arbitrary wave vector.

Classically, the electron applies a changing field $\mathbf f$ to the core, and $\mathbf f\times\dot{\mathbf f}=\mathbf r\times\dot{\mathbf r}/r^6=\mathbf L/r^6$. The vector term thus couples $\mathbf J$ to the rotation of the field. Purely radial motion gives none.

**Quadrupole.** Define $\Theta=-\langle JJ|\sum_a(3z_a^2-\rho_a^2)/2|JJ\rangle$, the minus sign being the electron's charge. The Wigner–Eckart theorem turns the projected quadrupole term into $-\Theta T/r^3$. Altogether,

$$V=-\frac1r-\frac{\Theta T}{r^3}-\frac{\alpha_s+\alpha_tT}{2r^4}+\frac{3\beta_s+\frac32\beta_tT+\frac12\beta_v\,\mathbf L\cdot\mathbf J}{r^6}.\tag{7}$$

This covers the permanent quadrupole and the dipole response through its first dynamic correction. It is not a complete list of $r^{-6}$ terms: static quadrupole polarisability and dipole–octupole response also enter there. Their orbital factors are even functions of $\hat{\mathbf n}$, so they have even rank and cannot imitate $\mathbf L\cdot\mathbf J$ in first order. For $J\ge2$ a permanent hexadecapole can add an $r^{-5}$ term.

**When the expansion fails.** Relative to the first dynamic correction, the next term of the resolvent is of order $p^2/\Delta$ or smaller. For the vector part on circular orbits it falls faster than this: in the model of Section 6 it drops from 2.4% at $n=7$ to 0.02% at $n=20$, while $p^2/\Delta$ drops from about 4% to 0.5%. With $p^2$ of order $1/r$ or $l(l+1)/r^2$, both $1/(r\Delta)$ and $l(l+1)/(r^2\Delta)$ must be small. A nearby core level reached by the quadrupole operator, such as a fine-structure partner, also invalidates the isolated-level treatment and must be kept explicitly.

## 5. Level energies

Let $\mathbf K=\mathbf L+\mathbf J$. Then

$$\mathbf L\cdot\mathbf J=\tfrac12[K(K+1)-l(l+1)-J(J+1)] .$$

To evaluate $T$ within one $l$, replace the traceless part of $\hat n_i\hat n_j$ by

$$c\left[\tfrac32(L_iL_j+L_jL_i)-l(l+1)\delta_{ij}\right].$$

For $m=l$ the density varies as $\sin^{2l}\theta$, so $\langle\cos^2\theta\rangle=1/(2l+3)$. Equating the $zz$ elements, $-2l/[3(2l+3)]=c\,l(2l-1)$, which fixes $c=-2/[3(2l-1)(2l+3)]$.

In the contraction with $T_{ij}$, $L_iL_jJ_iJ_j=(\mathbf L\cdot\mathbf J)^2$. The other order gives $L_jL_iJ_iJ_j=(\mathbf L\cdot\mathbf J)^2+\mathbf L\cdot\mathbf J$, by the commutators of $\mathbf L$ and $\mathbf J$. Hence

$$T=-2\,\frac{3(\mathbf L\cdot\mathbf J)^2+\frac32\mathbf L\cdot\mathbf J-l(l+1)J(J+1)}{(2l-1)(2l+3)J(2J-1)} .$$

**Limit: stretched coupling.** For $K=l+J$, $\mathbf L\cdot\mathbf J=lJ$ and the numerator bracket becomes $lJ(2l-1)(2J-1)/2$. Then $T=-l/(2l+3)$, the average of $P_2(\cos\theta)$ for $m=l$, as it must be.

## 6. A model core with $J=1$

Take $\Theta=-0.5$ a.u. and excited levels $J'=0,1,2$ with gaps $0.6,0.5,0.8$ hartree and strengths $S=1,3,2$ a.u. All other multipole transitions are set to zero. Equation (5) has factors $1/3,1/6,-1/6$, so

$$\beta_v=\frac13\frac1{0.6^2}+\frac16\frac3{0.5^2}-\frac16\frac2{0.8^2}=0.926+2.000-0.521=2.405\ \text{a.u.}$$

Similarly $\alpha_s=\frac29(1/0.6+3/0.5+2/0.8)=2.26$ a.u. For an electron with $n=7$, $l=6$, $\langle r^{-6}\rangle=2.516\times10^{-10}$ bohr$^{-6}$, and the coefficient of $\mathbf L\cdot\mathbf J$ is

$$\tfrac12(2.405)(2.516\times10^{-10})=3.03\times10^{-10}\ \text{hartree}.$$

The first-order vector energies are:

- $K=5$: $\mathbf L\cdot\mathbf J=-7$, energy $-2.12\times10^{-9}$ hartree ($-13.9$ MHz).
- $K=6$: $\mathbf L\cdot\mathbf J=-1$, energy $-3.0\times10^{-10}$ hartree ($-2.0$ MHz).
- $K=7$: $\mathbf L\cdot\mathbf J=6$, energy $1.82\times10^{-9}$ hartree ($11.9$ MHz).

For $K=7$ the quadrupole energy is $-2.1\times10^{-6}$ hartree, about a thousand times larger in size. The tensor polarisability gives $1.3\times10^{-8}$ hartree. The vector term can still be separated, because its dependence on $K$ differs from that of $T$.

**Test against the full second-order dipole energy.** That energy was summed over core levels and outer-electron states without expanding the resolvent. Its $\mathbf L\cdot\mathbf J$ coefficient is $2.95\times10^{-10}$ hartree, 2.4% below the formula. Multiplying all gaps by 4 and 16 reduces the discrepancy to 0.65% and 0.17%. This is the approach to zero, nearly as $1/\Delta$, expected from the next term of the expansion.

## 7. What else looks like $\mathbf L\cdot\mathbf J$

**Iterated quadrupole.** Taking $-\Theta T/r^3$ to second order gives an $\mathbf L\cdot\mathbf J$ coefficient of $-1.74\times10^{-9}$ hartree, nearly six times the core term in size and opposite in sign. Each intermediate $l'=4,6,8$ contributes an angular operator times a radial response. If the radial responses were equal, the angular operators would add to $T^2$, an even function of $\hat{\mathbf n}$, with no $\mathbf L\cdot\mathbf J$ part. The coefficient therefore comes from the dependence of the radial response on $l'$. It belongs to the iteration of (7), not to $\beta_v$. The quadrupole interaction must be diagonalized, or its second-order energy subtracted, before $\beta_v$ is extracted. In this model either step still leaves the core coefficient several per cent too large. The cross term between the quadrupole and the tensor polarisability also contains $\mathbf L\cdot\mathbf J$ and adds about 8% of the core term; higher-order dipole contributions offset part of this. For better accuracy, the $r^{-3}$ and $r^{-4}$ terms of (7) should be diagonalized together.

**Degenerate states.** In a Coulomb potential $n=7$, $l=4$ has the same unperturbed energy. Its $r^{-3}$ matrix element with $l=6$ vanishes, as tested numerically, but the tensor $r^{-4}$ term connects them. With the degeneracy lifted by the first-order quadrupole and polarisation energies, the estimated shift of $K=5$ is $2.1\times10^{-11}$ hartree, 1% of its vector energy. The estimate is good to about 10%: diagonalizing the $r^{-3}$ and $r^{-4}$ terms together gives $2.3\times10^{-11}$ hartree. A closer approach of the two levels would require diagonalization.

**Magnetism.** In Gaussian atomic units, the orbiting electron produces a magnetic field of order $\alpha_{\rm fs}L/r^3$ at the core, where $\alpha_{\rm fs}$ is the fine-structure constant. A core moment of one Bohr magneton per unit $J$ has size $\alpha_{\rm fs}J/2$. The resulting scale, $\alpha_{\rm fs}^2\langle r^{-3}\rangle/2=2.8\times10^{-10}$ hartree, is close to the core term here. This is an estimate of size only; the sign and factor depend on the core's magnetic moment. Since it falls as $r^{-3}$ rather than $r^{-6}$, its relative weight grows with $l$ along the series $n=l+1$, whose orbits move outward as a whole. Levels with different $n$ and $l$ therefore help to separate the two. The first-order contributions of the terms in (7) are listed for each $K$ in the numerical output below.

## Values computed for the example and the checks

```
outer electron n = 7, l = 6; core J = 1; Theta = -0.5 a.u.
core level J' = 0: gap 0.6 hartree, S = 1.0 a.u.
core level J' = 1: gap 0.5 hartree, S = 3.0 a.u.
core level J' = 2: gap 0.8 hartree, S = 2.0 a.u.
alpha_s = 2.25926 a.u., alpha_t = 0.24074 a.u.
beta_s = 1.98920, beta_t = 0.32330, beta_v = 2.40509 a.u.
<r^-3> = 1.06793e-05 bohr^-3
<r^-4> = 2.77385e-07 bohr^-4
<r^-6> = 2.51596e-10 bohr^-6
K = 5: L.J = -7, T = -0.63636
  quadrupole energy      -3.3980e-06 hartree
  scalar alpha energy    -3.1334e-07 hartree
  tensor alpha energy    2.1247e-08 hartree
  scalar beta energy     1.5014e-09 hartree
  tensor beta energy     -7.7644e-11 hartree
  vector energy          -2.1179e-09 hartree = -13.935 MHz
K = 6: L.J = -1, T = 1.00000
  quadrupole energy      5.3397e-06 hartree
  scalar alpha energy    -3.1334e-07 hartree
  tensor alpha energy    -3.3389e-08 hartree
  scalar beta energy     1.5014e-09 hartree
  tensor beta energy     1.2201e-10 hartree
  vector energy          -3.0256e-10 hartree = -1.991 MHz
K = 7: L.J = 6, T = -0.40000
  quadrupole energy      -2.1359e-06 hartree
  scalar alpha energy    -3.1334e-07 hartree
  tensor alpha energy    1.3356e-08 hartree
  scalar beta energy     1.5014e-09 hartree
  tensor beta energy     -4.8805e-11 hartree
  vector energy          1.8153e-09 hartree = 11.944 MHz
L.J coefficient, formula:         3.02556e-10 hartree
L.J coefficient, full dipole sum: 2.95315e-10 hartree
gaps x 1: full/formula - 1 = -0.02393 (vector part)
gaps x 1: relative error 0.04482 (all r^-6 terms)
gaps x 4: full/formula - 1 = -0.00647 (vector part)
gaps x 4: relative error 0.01195 (all r^-6 terms)
gaps x 16: full/formula - 1 = -0.00165 (vector part)
gaps x 16: relative error 0.00304 (all r^-6 terms)
L.J coefficient, iterated quadrupole: -1.7378e-09 hartree
K = 5 shift by mixing with l = 4: 2.0977e-11 hartree
magnetic scale alpha_fs^2 <r^-3>/2: 2.8434e-10 hartree
J=1/2 core, S = 1 and 2, gaps 0.50, 0.50: beta_v = 0.00000 a.u.
J=1/2 core, S = 1 and 2, gaps 0.50, 0.52: beta_v = 0.20118 a.u.
```
